\section*{Celio's method for muon spin polarization: Trotter bias and statistical error, part 2}

A static muon, spin $\mathbf S=\boldsymbol\sigma/2$, starts along $z$ among $N$ unpolarized nuclei with spins $\mathbf I_j$, dimensions $d_j=2I_j+1$, $D=\prod_jd_j$, and directions $\mathbf n_j$. We seek its polarization $P(t)$. Energies are divided by $\hbar$, in rad/$\mu$s. $H=\sum_jH_j$, $H_j=\mathbf S\cdot\omega_j[\mathbf I_j-3\mathbf n_j(\mathbf n_j\cdot\mathbf I_j)]+h_j^{\rm n}$, where $h_j^{\rm n}$ acts on nucleus $j$ alone and $\omega_j\propto\gamma_\mu\gamma_j/r_j^3$. A field $\mathbf B$ adds $H_0=-\gamma_\mu\mathbf B\cdot\mathbf S$. Couplings between nuclei are omitted. For a unitary propagator $U$,
\begin{equation}
P=\mathrm{Tr}\,[\rho\,U^\dagger\sigma_zU]=\frac{\mathrm{Tr}A}{D},\qquad A=\langle{\uparrow}|U^\dagger\sigma_zU|{\uparrow}\rangle ,
\label{eq:P}
\end{equation}
\begin{equation}
P=\frac{1}{2D}\mathrm{Tr}\,[\sigma_zU^\dagger\sigma_zU].
\label{eq:auto}
\end{equation}
With $\rho=|{\uparrow}\rangle\langle{\uparrow}|\otimes1/D$ and $B=\langle{\downarrow}|U|{\uparrow}\rangle$,
\begin{equation}
A=1-2B^\dagger B .
\label{eq:AB}
\end{equation}
The eigenvalues of $A$ lie in $[-1,1]$. At short times $B\approx-it\,h$, $h=\langle{\downarrow}|H|{\uparrow}\rangle$, and in zero field $P\approx1-\tfrac12M_2t^2$.

A random product state $|m\rangle$ of $I_{jz}$ eigenstates gives $A_{mm}$, with mean $P$ and variance
\begin{equation}
u=\frac1D\sum_mA_{mm}^2-P^2 .
\label{eq:u}
\end{equation}

Propagation applies factors $G_j=e^{-iH_j\tau}$, with indices $\sigma$ for the muon, $m$ for nucleus $j$, and $l,r$ for the nuclei before and after it:
\begin{equation}
\psi'(\sigma,l,m,r)=\sum_{\sigma'm'}G_j(\sigma m,\sigma'm')\,\psi(\sigma',l,m',r).
\label{eq:gate}
\end{equation}
The first-order (Trotter) product $U_{\rm f}(\tau)=e^{-iH_N\tau}\cdots e^{-iH_1\tau}$, with $n=t/\tau$ steps, obeys
\begin{equation}
\|U_{\rm f}(\tau)^n-e^{-iHt}\|\le\frac{t\tau}{2}\sum_{j<k}\|[H_j,H_k]\| .
\label{eq:bound}
\end{equation}
$U_{\rm r}$ has the reverse order. With $W=U_{\rm r}(-\mathbf B)^n$, time reversal gives
\begin{equation}
2D\,P_{\rm f}(\mathbf B)=\mathrm{Tr}[(-\sigma_z)W(-\sigma_z)W^\dagger]=\mathrm{Tr}[\sigma_zW^\dagger\sigma_zW]=2D\,P_{\rm r}(-\mathbf B),
\label{eq:TR}
\end{equation}
so the zero-field bias of $P$ is $O(\tau^2)$. In a field this is assured if some axis perpendicular to $\mathbf B$ is parallel or perpendicular to $z$ and to every $\mathbf n_j$. Otherwise the symmetric step $U_{\rm r}(\tau/2)U_{\rm f}(\tau/2)$ is used.

Model cluster (zero field): spin-$\tfrac12$ nuclei with the proton ratio $\gamma_p$, six at $r_1=2$~\AA{}, added in the order $+z,-z,+x,-x,+y,-y$, then eight on the cube diagonals at $\sqrt3\,r_1$; $\omega_1=0.3003$, $\omega_2=0.0578$~rad/$\mu$s, $M_2=0.568\,\mu\mathrm s^{-2}$. Two single states for $N=14$, quoted at the start, gave $0.130$ and $0.124$ at $4\,\mu$s.

Small cluster: spins $\tfrac12,1,\tfrac32$, $\omega_j=0.5,0.3,0.2$ and quadrupole constants $0,0.4,0.3$~rad/$\mu$s, directions along $(1,0.3,0.8)$, $(-0.4,1,0.5)$, $(0.2,-0.7,-1)$.

\section{Replacing the trace by a random-phase state}

The failure of Eq.~\eqref{eq:u} is that one basis state samples one diagonal element. A state with equal weight on all basis states picks up all diagonal elements at once, at the price of interference terms. Random phases make these average out. Take
\begin{equation}
|\psi\rangle=|{\uparrow}\rangle\otimes\frac1{\sqrt D}\sum_me^{i\theta_m}|m\rangle
\end{equation}
with independent phases uniform on $[0,2\pi)$, so that $\mathbb E\,e^{ik\theta}=\delta_{k0}$ for integer $k$. For any unitary $U$, exact or Trotterized, one propagation yields
\begin{equation}
p=\langle\psi|U^\dagger\sigma_zU|\psi\rangle=\frac1D\sum_{mn}e^{i(\theta_n-\theta_m)}A_{mn}
=P+\frac1D\sum_{m\ne n}e^{i(\theta_n-\theta_m)}A_{mn}.
\label{eq:p}
\end{equation}
The diagonal terms give $P$ for every choice of phases, because all moduli are equal. For $m\neq n$ independence gives $\mathbb E\,e^{i\theta_n}\,\mathbb E\,e^{-i\theta_m}=0$, so $\mathbb E\,p=P$.

The variance is
\begin{equation}
\mathrm{Var}\,p=\frac1{D^2}\sum_{m\ne n}\sum_{m'\ne n'}A_{mn}A_{m'n'}\;\mathbb E\,e^{i(\theta_n-\theta_m+\theta_{n'}-\theta_{m'})}.
\end{equation}
The expectation factorizes over the phases and is 1 if the integer coefficient of every phase vanishes, and 0 otherwise. The coefficient of $\theta_m$ is $-1+\delta_{mn'}-\delta_{mm'}$, because $m\ne n$, and it vanishes only if $n'=m$. The coefficient of $\theta_n$ is then $1-\delta_{nm'}$, because $n'=m\neq n$, and it vanishes only if $m'=n$. With $A_{nm}=A_{mn}^*$,
\begin{equation}
\mathrm{Var}\,p=\frac1{D^2}\sum_{m\ne n}|A_{mn}|^2=\frac vD,\qquad v=\frac{\mathrm{Tr}A^2}{D}-\frac1D\sum_mA_{mm}^2 ,
\label{eq:var}
\end{equation}
using $\sum_{mn}|A_{mn}|^2=\mathrm{Tr}A^2$. The eigenvalues of $A$ lie in $[-1,1]$, so $\mathrm{Tr}A^2/D\le1$. The Cauchy--Schwarz inequality $(\sum_mA_{mm})^2\le D\sum_mA_{mm}^2$ makes the second term at least $P^2$. Therefore
\begin{equation}
\sigma_p\equiv\sqrt{\mathrm{Var}\,p}=\sqrt{v/D}\le\sqrt{(1-P^2)/D}.
\label{eq:varbound}
\end{equation}
The mean of $R$ independent states has variance $v/(DR)$.

The origin of the factor $1/D$ is visible in Eq.~\eqref{eq:p}. There are $D(D-1)$ interference terms, but the squared elements of any row of $A$ sum to $(A^2)_{mm}\le1$, so the terms have total squared weight at most $D$. Random phases add them in quadrature to at most $\sqrt D$, and the normalization divides by $D$. Adding Eqs.~\eqref{eq:u} and \eqref{eq:var} gives $u+v=\mathrm{Tr}A^2/D-P^2$, the spread of the eigenvalues of $A$. Sampling basis states pays the diagonal share $u$ in full, and the random-phase state pays the off-diagonal share $v$ divided by $D$.

The derivation used only $\mathbb E\,e^{ik\theta}=0$ for $1\le|k|\le2$. Phases drawn from the cube roots of unity satisfy this and have the same mean and variance, and for small $D$ the average over them is a finite sum. Signs $s_m=\pm1$ do not, since $\mathbb E\,s^2=1$. For them $p-P=(2/D)\sum_{m<n}s_ms_n\,\mathrm{Re}A_{mn}$, the products $s_ms_n$ of distinct pairs are uncorrelated with unit variance, and
\begin{equation}
\mathrm{Var}_\pm\,p=\frac2{D^2}\sum_{m\neq n}(\mathrm{Re}A_{mn})^2 ,
\end{equation}
which lies between zero and twice Eq.~\eqref{eq:var}. For three spin-$\tfrac12$ nuclei with the couplings and directions of the small cluster ($D=8$, $t=3\,\mu$s, first-order product), propagating all $3^8$ phase sets gives mean $0.080998$ and variance $0.056891$, the value of Eq.~\eqref{eq:var} from the dense matrix $A$. All $2^8$ sign sets give the same mean and variance $0.056703$, the value of the sign formula. The two differ by only $0.3\%$, which means that real and imaginary parts of the off-diagonal elements carry nearly equal weight in this case.

The cancellation of the first-order Trotter error needed the full trace, and a single state does not have it. Let $\Delta A=O(\tau)$ be the difference between the Trotterized and the exact $A$. On a given state the Trotter error is Eq.~\eqref{eq:p} with $\Delta A$ in place of $A$. Its mean $\mathrm{Tr}\Delta A/D$ is the $O(\tau^2)$ bias in zero field, and by the steps leading to Eq.~\eqref{eq:var} its variance is at most $\|\Delta A\|^2/D$. The first-order error survives as a zero-mean fluctuation of order $\tau/\sqrt D$, which is part of the statistical error and averages away with it.

\section{How the prefactor behaves}

Equation~\eqref{eq:varbound} guarantees a bound that falls as $D^{-1/2}$. The error itself is $\sqrt{v/D}$, and $v$ depends on the time, the basis and the cluster. In the eigenbasis of $A$ it is zero, although finding that basis is the diagonalization that was to be avoided.

At short times Eq.~\eqref{eq:AB} gives $A_{mn}\approx-2t^2(h^\dagger h)_{mn}$ for $m\ne n$, so to leading order
\begin{equation}
\mathrm{Var}\,p\approx\frac{4t^4}{D^2}\sum_{m\ne n}|(h^\dagger h)_{mn}|^2
\end{equation}
and $\sigma_p$ grows as $t^2$. For the three-spin cluster at $t=0.01\,\mu$s the variance from diagonalization divided by this expression is $1.0000$.

For one nucleus on the $z$ axis, $\mathbf S\cdot\mathbf I-3S_zI_z$ gives $H=\omega[-2S_zI_z+\tfrac12(S_+I_-+S_-I_+)]$, which conserves $S_z+I_z$. Then $B$ maps $|m\rangle$ to a multiple of $|m+1\rangle$, $B^\dagger B$ is diagonal, and $v=0$ at all times. For spin $\tfrac12$ the state with both spins up is stationary, and the two antiparallel states are degenerate and coupled by $\omega/2$, so they exchange with probability $\sin^2(\omega t/2)$. The average of $1$ and $1-2\sin^2(\omega t/2)$ is $P=\cos^2(\omega t/2)$, which for $\omega_1t/2=0.6006$ is $0.6806$.

For two spin-$\tfrac12$ nuclei at $\pm z$ the coupling is even in $\mathbf n$, so $H$ has the same form with the total nuclear spin $\mathbf F$ in place of $\mathbf I$. The singlet $|s\rangle$ and the state $|{\uparrow},T_+\rangle$ are stationary and have $A=1$. The state $|{\uparrow},T_0\rangle$, of energy 0, couples to $|{\downarrow},T_+\rangle$, of energy $-2\omega(-\tfrac12)(1)=\omega$, through $\tfrac12\omega\langle T_+|F_+|T_0\rangle=\omega/\sqrt2$. Relative to the mean energy, the $2\times2$ matrix $M$ has diagonal $\mp\omega/2$ and $M^2=\lambda^2$ with $\lambda^2=\omega^2/4+\omega^2/2$, so $e^{-iMt}=\cos\lambda t-i(M/\lambda)\sin\lambda t$ and the flip probability is
\begin{equation}
q=\frac{\omega^2/2}{\lambda^2}\sin^2\lambda t=\frac23\sin^2\frac{\sqrt3\,\omega t}{2}.
\end{equation}
The state $|{\uparrow},T_-\rangle$, of energy $\omega$, couples to $|{\downarrow},T_0\rangle$, of energy 0, with the same element and the same $q$. So $A=1-2q$ on $T_0$ and $T_-$, and $P=[2+2(1-2q)]/4=1-q$. The antiparallel product states are $(T_0\pm s)/\sqrt2$, with diagonal elements $1-q$ and off-diagonal element $\tfrac12[(1-2q)-1]=-q$. There are two such elements, so $\mathrm{Var}\,p=2q^2/16$, $\sigma_p=\sqrt2\,q/4$ and $v=q^2/2$. With $\sqrt3\,\omega_1t/2=1.040$, $q=0.4960$, so $P=0.5040$, $v=0.1230$ and $\sigma_p=0.1754$. Doubling $D$ from 2 to 4 has raised the error from zero. The diagonal elements $1,\,1-q,\,1-q,\,1-2q$ give $u=q^2/2$ as well, so sampling basis states would scatter by $q/\sqrt2=0.351$, and by the same amount after any number of uncoupled nuclei were added.

The clean power law belongs to the opposite regime. Under $A\to A\otimes1_d$ both terms of $v$ are unchanged, so an uncoupled nucleus divides the variance by exactly $d$. For a weakly coupled one with coupling $\omega'$ and no term of its own, first-order perturbation theory gives $A=A_0\otimes1+\sum_aX_a\otimes I_a+O(\omega'^2t^2)$ with $X_a=O(\omega't)$. The cross term in $\mathrm{Tr}A^2$ vanishes because $\mathrm{Tr}I_a=0$, and that in $\sum A_{mm}^2$ vanishes because the eigenvalues of $I_z$ sum to zero. The changes of $v$ and of $P$ are thus of second order in $\omega't$. Once the strongly coupled neighbours are in the cluster, each further spin-$\tfrac12$ nucleus with $\omega't\ll1$ reduces $\sigma_p$ by a factor close to $1/\sqrt2$, provided $v$ is large compared with $(\omega't)^2$. The single on-axis nucleus, with $v=0$, does not meet this condition.

\section{The algorithm and its error budget}

\begin{enumerate}
\item Form the $2d_j\times2d_j$ matrix of each $H_j$ and exponentiate it once to obtain $G_j$.
\item Fill the muon-up half of an array of $2D$ amplitudes with $e^{i\theta_m}/\sqrt D$ and the muon-down half with zeros.
\item For each step apply Eq.~\eqref{eq:gate} for $j=1,\dots,N$. The array is viewed with shape $(2,L,d_j,M)$, where $L=\prod_{k<j}d_k$ and $M=\prod_{k>j}d_k$, the two middle indices are exchanged, the resulting $2d_j\times LM$ matrix is multiplied by $G_j$, and the exchange is undone. In a field without the symmetry described above, use the symmetric step with $H_0$ as an extra factor.
\item At the required times record $p$, the summed squared moduli of the up half minus those of the down half.
\item Repeat for $R$ phase sets. Report the mean and its standard error $s/\sqrt R$, with $s$ the sample standard deviation.
\end{enumerate}

The work is proportional to $RDN t/\tau$ and the statistical variance is $v/(DR)$. At fixed $v$ the error depends only on the product $DR$, so enlarging the cluster at fixed statistical error costs only the factor $N$ until $R$ reaches 1. In zero field the mean squared error is $c^2\tau^4+v/(DR)$, with $c\tau^2$ the bias. At fixed work $w=R/\tau$ this is $c^2\tau^4+v/(Dw\tau)$, and setting its derivative to zero gives $4c^2\tau^4=v/(Dw\tau)$. The best step is the one at which the statistical error is twice the bias.

One state is used for the whole curve, so $p(t)$ is a smooth function of time and its errors at neighbouring times are correlated. Smoothness says nothing about accuracy. Equation~\eqref{eq:varbound} limits the error from above, and its actual size is estimated from independent phase sets. The sample deviation $s$ is itself uncertain. For Gaussian scatter the variance of $s^2$ is about $(\mu_4-\sigma_p^4)/R=2\sigma_p^4/R$, as the fourth moment is $\mu_4=3\sigma_p^4$, so $s^2$ has relative error $\sqrt{2/R}$ and $s$ has half of it, $1/\sqrt{2R}$.

\section{The model cluster}

For $N\le8$ the matrix $A$ at $t=4\,\mu$s follows from diagonalizing $H$, and Eqs.~\eqref{eq:P}, \eqref{eq:var} and \eqref{eq:varbound} give:

\begin{center}
\begin{tabular}{rrcccc}
$N$ & $D$ & $P$ & $\sigma_p$ & $v$ & bound on $\sigma_p$\\
1 & 2 & 0.6806 & 0 & 0 & 0.5181\\
2 & 4 & 0.5040 & 0.1754 & 0.123 & 0.4319\\
3 & 8 & 0.2117 & 0.1708 & 0.233 & 0.3455\\
4 & 16 & 0.1467 & 0.1358 & 0.295 & 0.2473\\
5 & 32 & 0.0902 & 0.0937 & 0.281 & 0.1761\\
6 & 64 & 0.1166 & 0.0702 & 0.3153 & 0.1241\\
7 & 128 & 0.1180 & 0.0498 & 0.3177 & 0.0878\\
8 & 256 & 0.1194 & 0.0354 & 0.3201 & 0.0621
\end{tabular}
\end{center}

While the first shell fills, $v$ changes irregularly. From $N=2$ to 3 it nearly doubles, so the error hardly falls. In the second shell, where $(\omega_2t)^2=0.231^2=0.053$, each of the two nuclei in the table adds $0.0024$ to $v$, under $1\%$ of it, and $0.0014$ to $P$. The local exponent between $N=6$ and 8 is $\ln(0.03536/0.07019)/\ln4=-0.495$. The error at $N=6$ is $0.0702/0.1241=57\%$ of the bound.

The Trotter bias follows without sampling by propagating all $D$ basis states. With $\tau=0.2\,\mu$s (20 steps) it is $-5.09\times10^{-4}$ for $N=6$ and $-5.13\times10^{-4}$ for $N=8$, in absolute units of $P$. At half the step it is $-1.27\times10^{-4}$ and $-1.28\times10^{-4}$, four times smaller. The Trotterized $A$ gives $\sigma_p=0.07023$ and $0.03540$, about $0.1\%$ or less above the exact values.

Sampling with continuous random phases at the same step gives:

\begin{center}
\begin{tabular}{rrrccc}
$N$ & $D$ & $R$ & mean & $s$ & $Ds^2$\\
6 & 64 & 400 & 0.114 & 0.0665 & 0.28\\
8 & 256 & 400 & 0.117 & 0.0361 & 0.33\\
10 & 1024 & 150 & 0.122 & 0.0195 & 0.39\\
12 & 4096 & 48 & 0.124 & 0.0090 & 0.33\\
14 & 16384 & 16 & 0.128 & 0.0043 & 0.30
\end{tabular}
\end{center}

For $N=6$ the mean lies $0.0021$ below the Trotterized value $0.11656-0.00051=0.11605$, within the standard error $0.0702/\sqrt{400}=0.0035$. For $N=8$ it lies $0.0019$ below $0.11887$, with standard error $0.0018$. The deviation $s$ is $5\%$ below the predicted $\sigma_p$ at $N=6$ and $2\%$ above it at $N=8$, against a Gaussian uncertainty $1/\sqrt{800}=3.5\%$. The value $Ds^2=0.39$ at $N=10$ stands about $20\%$ above the $0.325$ obtained by continuing the increment $0.0024$, which is $1.7$ times the relative uncertainty $\sqrt{2/150}=12\%$ and is compatible with a fluctuation.

An unweighted straight-line fit of $\ln s$ against $\ln D$ for $N=6$ to 12 has slope $-0.478$. The abscissae lie at $\pm1.5\ln4$ and $\pm0.5\ln4$ from their centre, with squared sum $5(\ln 4)^2$, and each ordinate has variance $1/2R$. The uncertainty of the slope is then
\begin{equation}
\frac{1}{5\ln4}\sqrt{2.25\Big(\frac1{800}+\frac1{96}\Big)+0.25\Big(\frac1{800}+\frac1{300}\Big)}=0.024 ,
\end{equation}
so the fit cannot distinguish $-0.478$ from $-0.495$ or $-\tfrac12$.

For the full cluster, sixteen states give $P=0.7454\pm0.0005$, $0.2677\pm0.0012$, $0.0357\pm0.0013$ and $0.1281\pm0.0011$ at 1, 2, 3 and $4\,\mu$s. At $1\,\mu$s the quadratic law gives $1-0.568/2=0.716$, so the higher orders already contribute $0.03$. The single-state deviations are $0.0019$, $0.0048$, $0.0051$ and $0.0043$, each uncertain by about $1/\sqrt{32}=18\%$. The rise by a factor $2.5$ between 1 and $2\,\mu$s falls short of the 4 of the $t^2$ law, which has left its range there, and the last three values are equal within their uncertainty. Continuing the increment of $v$ linearly to $N=14$, an extrapolation, gives $v\approx0.3201+6\times0.0024=0.335$ and $\sigma_p\approx\sqrt{0.335/16384}=0.0045$, against the sampled $0.0043$ and the bound $0.0078$.

The two states quoted at the start give $0.12988$ and $0.12395$ with the Trotter product, and $0.13017$ and $0.12391$ when $e^{-iHt}$ is applied to them as the action of a sparse-matrix exponential. The differences, $-2.9\times10^{-4}$ and $+0.4\times10^{-4}$, have opposite signs, so the state-dependent part of the Trotter error is comparable here to the bias, and both are an order of magnitude below $\sigma_p$. If the bias of $5\times10^{-4}$ found for $N=6$ and 8 carries over to $N=14$, the standard error $0.0011$ is about twice it, which is the optimal balance.

At $4\,\mu$s these numerical errors are smaller than those the model itself may carry. Two neighbouring first-shell nuclei are $\sqrt2\,r_1$ apart, and their mutual coupling would be $\omega_1(\gamma_p/\gamma_\mu)/2^{3/2}=0.3003\times0.314/2.83=0.033$~rad/$\mu$s, more than half of $\omega_2$, whose shell moves $P(4\,\mu\mathrm s)$ from $0.117$ to $0.128$. Such terms are further two-spin factors, even under time reversal, so Eqs.~\eqref{eq:bound}, \eqref{eq:TR} and \eqref{eq:var} hold with them included. The scheme does rest on the fully mixed nuclear state. For polarized nuclei the amplitudes would need unequal moduli, Eq.~\eqref{eq:auto} and with it the cancellation of the first-order bias would be lost, and the factor $1/D$ would have to be derived again for the weights. A muon that hops between sites is not described by a single unitary $U$ of the form used here.

Numerical values quoted here were computed with a short program.
